Marzari-Vanderbilt Spread: Quantum Metric and Gauge-Dependent Remainder

**Setting.** A crystal of non-interacting electrons in d dimensions has unit-cell volume V. A group of J bands is separated by a gap, at every k, from all others; bands may cross inside it. The Bloch functions are ψ_nk = e^{ik·r}u_nk, with the cell-periodic u_nk orthonormal on one cell. Inner products of u's are cell integrals. Write ∂_a = ∂/∂k_a and

Av[f] = V/(2π)^d ∫ f(k) dk (over the Brillouin zone).

The functions u_nk may be any orthonormal basis of the group at k, not necessarily energy eigenstates. This choice is the gauge. It is taken smooth in k, with ψ_n,k+G = ψ_nk for every reciprocal vector G. For d = 2 or 3 such a gauge requires the group's Chern numbers to vanish. The Wannier functions and their total spread are

|Rn> = Av[e^{−ik·R} |ψ_nk>],

Ω = Σ_n [<0n|r²|0n> − |<0n|r|0n>|²].

Since <ψ_mk'|ψ_nk> = ((2π)^d/V) δ(k−k') δ_mn, the Wannier functions are orthonormal.

**(a) Express the matrix elements of r and r² between Wannier functions as zone averages.**

Solution. Since r_a e^{ik·r} = −i∂_a e^{ik·r}, the product rule gives

r_a ψ_nk = −i∂_aψ_nk + i e^{ik·r} ∂_a u_nk.

Average this over the zone. The first term is the derivative of a periodic function and integrates to zero, so

r_a|0n> = Av[i e^{ik·r} |∂_a u_nk>].

Now take the overlap with <Rm| = Av[e^{ik'·R}<ψ_mk'|]. Functions of Bloch form with different k are orthogonal, and the delta function cancels one factor V/(2π)^d:

<Rm|r_a|0n> = Av[e^{ik·R} A^a_mn], with A^a_mn = i<u_m|∂_a u_n>.

The squared norm of r_a|0n>, summed over a, is likewise

<0n|r²|0n> = Av[Σ_a <∂_a u_n|∂_a u_n>].

Differentiating <u_m|u_n> = δ_mn gives <∂_a u_m|u_n> = −<u_m|∂_a u_n>, so the matrix A^a, the Berry connection, is Hermitian.

**(b) Separate from Ω the part that measures how far r carries the Wannier functions out of the group, and write it as a zone average.**

Solution. Let 𝒫 = Σ_Rm |Rm><Rm| project on the whole group. Subtract and add the sum of |<Rm|r|0n>|² over all R and m. The added sum contains the term Rm = 0n, which cancels the squared centre in Ω. Thus Ω = Ω_I + Ω̃, with

Ω_I = Σ_n [<0n|r²|0n> − Σ_Rm |<Rm|r|0n>|²] = Σ_a Σ_n <0n|r_a(1−𝒫)r_a|0n>,

Ω̃ = Σ_n Σ_{Rm≠0n} |<Rm|r|0n>|².

Both are nonnegative, being sums of squared norms. By (a), the numbers <Rm|r_a|0n> are the Fourier coefficients of A^a_mn(k), so Parseval's theorem gives

Σ_R |<Rm|r_a|0n>|² = Av[|A^a_mn|²] = Av[<∂_a u_n|u_m><u_m|∂_a u_n>].

With P(k) = Σ_m |u_m><u_m| and Q = 1 − P,

Ω_I = Av[Σ_a Σ_n (<∂_a u_n|∂_a u_n> − <∂_a u_n|P|∂_a u_n>)] = Av[Σ_a g_aa],

g_ab = Re Σ_n <∂_a u_n|Q|∂_b u_n>.

**(c) Show that g_ab does not depend on the gauge. Find its geometric meaning and a formula that needs no derivative of a state.**

Solution. In a new gauge u'_n = Σ_m u_m U_mn, with U(k) unitary,

∂_a u'_n = Σ_m (∂_a u_m) U_mn + Σ_m u_m ∂_a U_mn.

The second sum lies in the range of P, so Q removes it. Hence

Σ_n <∂_a u'_n|Q|∂_b u'_n> = Σ_lm (Σ_n U_ln* U_mn) <∂_a u_l|Q|∂_b u_m> = Σ_m <∂_a u_m|Q|∂_b u_m>,

because the bracket is δ_lm. Therefore Ω_I is gauge invariant, while Ω̃ carries all the gauge dependence of Ω.

For the geometry, differentiate P² = P to get (∂_aP)P + P(∂_aP) = ∂_aP. Multiplying by P on both sides gives P(∂_aP)P = 0. Multiplying by Q on both sides gives Q(∂_aP)Q = 0. Only the blocks between P and Q survive, and

Q(∂_aP)P = Σ_n Q|∂_a u_n><u_n|.

The two blocks are adjoints of each other and contribute equally to the trace of the square:

½ Tr(∂_aP ∂_aP) = Σ_n <∂_a u_n|Q|∂_a u_n> = g_aa.

For two neighbouring wavevectors, J − Tr[P(k)P(k+dk)] = ½ Tr(P(k+dk) − P(k))². By the same block argument this is Σ_ab g_ab dk_a dk_b to leading order. The tensor g is the quantum metric: it measures how fast the space spanned by the group turns as k changes.

For the last formula, let H(k) = (p + ħk)²/2m + V(r) act on cell-periodic functions. It commutes with P, so

[∂_aH, P] + [H, ∂_aP] = 0.

Take the element between an energy eigenstate c outside the group and one n inside it. The first commutator gives <c|∂_aH|n> and the second (E_c − E_n)<c|∂_aP|n>. Therefore

Σ_a g_aa = Σ_a Σ_{n in, c out} |<c|∂_aH|n>|²/(E_n − E_c)², with ∂_aH = ħ(p_a + ħk_a)/m.

No eigenstate was differentiated, so crossings inside the group do no harm. Only gaps between the group and the rest appear.

**(d) What happens to Ω_I in one dimension when the gap Δ to the next band closes at one point of the zone?**

Solution. Near that point keep the two bands involved and expand to first order in the distance q:

H = sq σ_z + (Δ/2) σ_x, with s = ħv and v > 0.

The energies are ±ε, with ε² = s²q² + Δ²/4. The element of ∂H = sσ_z between the two states has magnitude s(Δ/2)/ε, and their separation is 2ε. By (c),

g = s²(Δ/2)²/(4ε⁴).

For small Δ this peak is narrow and q may run over the whole line. In one dimension Av[f] = (a/2π)∫f dk, with a the lattice constant. Using ∫dq/(δ² + s²q²)² = π/(2sδ³) with δ = Δ/2,

Ω_I ≈ (a/2π)(s²δ²/4)(π/(2sδ³)) = a s/(16δ) = a ħv/(8Δ).

The invariant spread diverges as 1/Δ when the bands would cross linearly (v > 0). If they touch quadratically instead, as a lattice model allows, sq is replaced by cq²; the peak then lies at q ~ √(Δ/c) and the divergence is weaker, as Δ^(−1/2). No choice of gauge can prevent this, since Ω ≥ Ω_I.

**(e) Divide Ω̃ into a part diagonal and a part off-diagonal in the band index. Does the off-diagonal part vanish in one dimension whatever the gauge?**

Solution. The terms with m ≠ n include every R:

Ω_OD = Σ_a Σ_{m≠n} Av[|A^a_mn|²].

The terms with m = n lack R = 0. Since <0n|r_a|0n> = Av[A^a_nn] = r̄^a_n, Parseval's theorem leaves

Ω_D = Σ_a Σ_n (Av[(A^a_nn)²] − (r̄^a_n)²) = Σ_a Σ_n Av[(A^a_nn − r̄^a_n)²].

For J = 1, Ω_OD is zero in any dimension because there is no second index. For J > 1 the answer is no. Suppose bands 1 and 2 of a one-dimensional crystal do not touch, and each energy band gets its own Wannier function. The differentiated eigenvalue equation, projected on u_1, gives <u_1|∂u_2> = <1|∂H|2>/(E_2 − E_1). Hence

Ω_OD = 2 Av[|<1|∂H|2>|²/(E_1 − E_2)²],

which is positive unless the coupling vanishes throughout the zone. Changing the phases of u_1 and u_2 multiplies A_12 by a phase factor and leaves Ω_OD unchanged. Mixing the bands is needed to lower it.

**(f) In one dimension, with lattice constant a, find a gauge in which Ω̃ vanishes, and characterise its Wannier functions.**

Solution. Insert u' = uU from (c) into the definition of A. The term with ∂u gives U†AU and the term with ∂U gives iU†∂U:

A' = U†AU + iU†∂U.

Let U solve ∂U = iAU with U(0) = 1. It stays unitary, because ∂(U†U) = −iU†AU + iU†AU = 0. Then A' = U†AU − U†AU = 0. This is parallel transport, but it generally breaks periodicity. Put G = 2π/a and W = U(G). Because A is periodic, U(k+G) and U(k)W obey the same equation and agree at k = 0, so

U(k+G) = U(k)W.

Diagonalise the unitary matrix, W = S e^{iφ} S†, where φ is a real diagonal matrix with entries φ_n, and take

U_0(k) = U(k) S e^{−iφk/G}.

This is periodic:

U_0(k+G) = U(k) W S e^{−iφ} e^{−iφk/G} = U(k) S e^{−iφk/G} = U_0(k).

The connection after U is zero, so only the k-dependence of the last factor contributes:

A'_mn = i(−iφ_n/G) δ_mn = (aφ_n/2π) δ_mn.

The connection is diagonal and constant. By (e), Ω_OD = 0 and Ω_D = 0, and

min Ω = Ω_I (one dimension).

The elements <Rm|x|0n> now vanish unless Rm = 0n. Translation by R adds R to the centre, so

𝒫x𝒫|Rn> = (aφ_n/2π + R)|Rn>.

These Wannier functions are eigenfunctions of the projected position operator. Changing φ_n by 2π moves a function by one cell and relabels it.

The sum of the centres is fixed modulo a in every periodic gauge. It equals Av[Tr A], and Tr A' = Tr A + i Tr(U†∂U). For det U = e^{iθ} the last term is −∂θ. Its average is a multiple of a, because θ changes by a multiple of 2π across the zone.

**(g) Why does this fail in two dimensions, and what is the smallest remainder for one band?**

Solution. If Ω̃ = 0, both A^x and A^y are diagonal and constant, so the matrix

F = ∂_xA^y − ∂_yA^x − i[A^x, A^y]

vanishes. To see that F cannot be removed by a gauge change, note that the derivatives give i<∂_x u_m|∂_y u_n> − i<∂_y u_m|∂_x u_n>, the second derivatives having cancelled. Hermiticity gives A^x_ml = −i<∂_x u_m|u_l>, hence

(A^xA^y)_mn = <∂_x u_m|P|∂_y u_n>,

and similarly with x and y exchanged. The commutator therefore replaces 1 by Q = 1 − P:

F_mn = i<∂_x u_m|Q|∂_y u_n> − i<∂_y u_m|Q|∂_x u_n>.

As in (c), Q removes the derivatives of U, so F' = U†FU. If this Berry curvature is nonzero anywhere, Ω̃ is positive in every gauge. In one dimension there is no second direction and no such condition.

For one band write A(k) = Σ_R A_R e^{−ik·R}, with R = (X, Y). Then Ω_D = Σ_{R≠0} |A_R|², and the curvature has the coefficients

F_R = −i(X A^y_R − Y A^x_R).

Splitting A_R into components along and across R gives

|A_R|² = |R·A_R|²/R² + |F_R|²/R².

The phase change u' = u e^{−iχ} gives A' = A + ∇χ. For periodic χ this means A'_R = A_R − iRχ_R, which alters only the component along R. (A part of χ linear in k moves the centre by a lattice vector and leaves Ω_D alone.) The choice χ_R = −iR·A_R/R² removes that component. It satisfies χ_{−R} = χ_R*, so χ is real, as a phase must be. Thus

min Ω̃ = Σ_{R≠0} |F_R|²/R² (one band, two dimensions).

The term F_0 is the average curvature, proportional to the Chern number, and it vanishes here because A is periodic. With a nonzero Chern number the metric integral may still be finite, but the smooth periodic gauge assumed throughout does not exist.

**(h) Evaluate the parts for the two lowest bands of an electron in V(x) = 2V₁cos(Gx) + 2V₂cos(2Gx + η), with a = 4 Å, V₁ = 2 eV, V₂ = 3 eV, η = π/3. Compare three gauges.**

Solution. These are round model parameters. The term in V₂ alone has minima where 2Gx + π/3 = ±π, at x = a/6 = 0.67 Å and x = −a/3 = −1.33 Å. At these points the V₁ term is +2 eV and −2 eV, so the left well is deeper. The direct gap between bands 1 and 2 is at least 3.48 eV, and 6.02 eV separates band 2 from band 3. With ħ²/m = 7.62 eV Å², 21 plane waves and 120 k points, the sum over states in (c) gives a metric between 0.081 and 3.78 Å² across the zone, with average

Ω_I = 0.983 Å² = 9.83 × 10⁻¹⁷ cm².

At k = 0.3 Å⁻¹ the sum over states and ½Tr(∂P)², with P differentiated numerically, both give 0.7022 Å².

*Localised pair.* The gauge of (f) gives functions centred at −1.432 and 0.826 Å, one near each well. Real-space integration gives their spreads, and

0.4284 + 0.5545 = 0.9829 Å² = Ω_I.

Both remainders are below 10⁻¹⁰ Å². The function in the deeper well is the narrower one, with root-mean-square width √0.4284 = 0.65 Å against √0.5545 = 0.74 Å. Diagonalising 𝒫x𝒫 on a finite row of cells returns the same two centres.

*Band by band.* Localising each energy band separately gives centres −1.795 and 1.190 Å and spreads 0.814 and 1.744 Å². Then

Ω = 0.814 + 1.744 = 2.558 Å², Ω_D = 0, Ω_OD = 2.558 − 0.983 = 1.575 Å².

The zone average in (e) also gives 1.575 Å². This is the off-diagonal remainder that persists in one dimension while the bands are kept apart. Each single band has min Ω equal to its own invariant part, and that part counts the coupling to the other band as leakage out of the group. For the pair, this coupling is internal and drops out of Ω_I. The sum of the centres is −0.605 Å in both gauges, as (f) requires modulo a.

*Twisted phase.* Multiply u_1 of the second gauge by e^{−iβ sin(ka)} with β = 0.3. Then A_11 gains βa cos(ka), whose average is zero, while |A_12| is unchanged. Hence

Ω_D = Av[β²a²cos²(ka)] = β²a²/2 = 0.09 × 16/2 = 0.720 Å²,

Ω = 0.983 + 0.720 + 1.575 = 3.278 Å².

Real-space integration gives 3.278 Å² as well. In all three gauges the invariant part obtained from the Wannier functions was tested against the metric average and agrees.

**(i) Evaluate the surviving remainder for the lower band of H = d·σ on a square lattice with a = 4 Å, where d = (sin k_xa, sin k_ya, 3 − cos k_xa − cos k_ya) in arbitrary energy units.**

Solution. Both orbitals are treated as points at the lattice site, so their own widths are left out and r is the cell position. Since d_z ≥ 1, the gap 2|d| never closes, and the lower state

u ∝ (−(d_x − id_y), |d| + d_z)

is smooth and periodic. The Chern number is therefore zero, but the curvature is not. Near k = 0, d ≈ (ak_x, ak_y, 1) and, to first order, u ≈ (−a(k_x − ik_y)/2, 1). Thus ∂_xu = (−a/2, 0) and ∂_yu = (ia/2, 0), both orthogonal to u at k = 0, and

F(0) = i(−ia²/4) − i(ia²/4) = a²/2 = 8 Å².

This equals the largest |F| found on the mesh. The sums over the zone and over R give

Ω_I = 0.620 Å², min Ω̃ = 0.017 Å², min Ω = 0.637 Å².

The last value was tested against the spread computed from the lattice Wannier function itself. A starting gauge with an added phase had 2.797 Å²; removing the components of A_R along R brought it down to 0.637 Å². Four trial phase changes, each with both signs, raised it again. The remainder is under 3 percent of the total in this model. Since |R| ≥ a for every R ≠ 0, Parseval's theorem gives min Ω̃ ≤ Σ_{R≠0}|F_R|²/a² = Av[F²]/a² (F_0 being zero), so the remainder is bounded by the zone average of F². Replacing that average by the square of the peak value also gives a bound, but a much weaker one, (8 Å²)²/a² = 4 Å².

The values used in (h) and (i) are listed in the numerical output below.

Numbers as computed

```
lattice constant a = 4.0 angstrom
V1 = 2.0 eV, V2 = 3.0 eV, eta = 1.0472 rad
hbar^2/m = 7.6200 eV angstrom^2
k points = 120, plane waves = 21
smallest direct gap, bands 1-2 = 3.482 eV
gap between bands 2 and 3 = 6.021 eV
test wavevector = 0.3 1/angstrom
metric there, sum over states = 0.702213 angstrom^2
metric there, projector formula = 0.702213 angstrom^2
metric, smallest in zone = 0.0806 angstrom^2
metric, largest in zone = 3.7821 angstrom^2
Omega_I from the metric = 0.98290 angstrom^2
Omega_I from the metric = 9.82901e-17 cm^2
localised pair: Omega = 0.98290 angstrom^2
localised pair: Omega_I (real space) = 0.98290 angstrom^2
localised pair: Omega_D = 5.11e-11 angstrom^2
localised pair: Omega_OD = 1.12945e-11 angstrom^2
band by band: Omega = 2.55780 angstrom^2
band by band: Omega_I (real space) = 0.98290 angstrom^2
band by band: Omega_D = 1.51e-11 angstrom^2
band by band: Omega_OD = 1.57490e+00 angstrom^2
twisted: Omega = 3.27780 angstrom^2
twisted: Omega_I (real space) = 0.98290 angstrom^2
twisted: Omega_D = 7.20e-01 angstrom^2
twisted: Omega_OD = 1.57490e+00 angstrom^2
Omega_OD, bands, zone integral = 1.57490 angstrom^2
twist amplitude beta = 0.3 rad
beta^2 a^2/2 = 0.72000 angstrom^2
localised function 1: centre = -1.4319 angstrom
  PxP eigenvalue = -1.4319 angstrom
  Wilson-loop centre = -1.4319 angstrom
  spread = 0.4284 angstrom^2
localised function 2: centre = 0.8265 angstrom
  PxP eigenvalue = 0.8265 angstrom
  Wilson-loop centre = 0.8265 angstrom
  spread = 0.5545 angstrom^2
band 1 alone: centre = -1.7951 angstrom, spread = 0.8143 angstrom^2
band 2 alone: centre = 1.1897 angstrom, spread = 1.7435 angstrom^2
2D model: mass parameter = 3.0, a = 4.0 angstrom
2D: |Chern number| below 1e-8: True
2D: largest |curvature| = 8.0000 angstrom^2
2D: Omega_I = 0.61991 angstrom^2
2D: curvature remainder = 0.01723 angstrom^2
2D: spread in starting gauge = 2.79733 angstrom^2
2D: smallest spread, real space = 0.63715 angstrom^2
```
